Chemical diffusion of doubly charged vacancies with mobile electrons

**Problem**

An oxide film holds vacancies of charge +2e. Their density c varies across the film, and the film is warmed until the profile levels out. It is claimed that the vacancies can spread faster than by their own random walk only if the film also contains immobile, doubly charged dopants. Decide whether this is so.

(a) Find the chemical diffusivity D_chem, defined by J_v = −D_chem ∂c/∂x, for a film without dopants in which mobile electrons compensate the vacancies. Compare it with the self-diffusivity D_v.

(b) Find what uniform, immobile, doubly charged donors or acceptors change, and what happens if immobile charge is the only compensation.

(c) Find the relaxation time, the internal field and the potential difference for the film below.

The self-diffusivity D_v describes the spreading of labelled vacancies in a population whose total density is uniform. It is not the tracer diffusivity of the host ions, which can jump only when a vacancy is beside them.

The film has thickness L = 100 nm, and its initial profile is c = c₀[1 + A cos(πx/L)] with c₀ = 2.0 × 10¹⁸ cm⁻³ and A = 0.5. Both faces block vacancies and electrons. The temperature is 600 K, so kT = 0.0517 eV. The electron mobility is 0.10 cm²/Vs, the relative permittivity 100 and the effective mass 3 electron masses. The vacancies have

D_v = 10⁻² cm²/s × exp(−1.00 eV/kT).

These are round model parameters. Assume at first that vacancies are dilute and all doubly charged, that electrons are nondegenerate, and that holes, traps and reactions are absent. The elementary charge e is positive, E is the electric field and φ the potential, with E = −∂φ/∂x.

**First estimate by scaling**

Let the vacancy density differ by δc over a distance ℓ. Diffusion alone gives a flux of size D_v δc/ℓ.

Neutrality requires n = 2c, so the electron density also varies, by the same relative amount δc/c. Fast electrons would run down this gradient and leave the positive vacancies behind. The charge separation stops them once the potential difference is of order (kT/e) δc/c. The field is then

E ~ (kT/e) δc/(cℓ).

It points from the dense side to the sparse side, because the escaping electrons make the sparse side negative. It therefore pushes the vacancies the way they already diffuse. With mobility 2eD_v/kT, they acquire a drift flux

c (2eD_v/kT) E ~ 2D_v δc/ℓ.

Drift and diffusion are of the same order and add. With all unknown numerical factors set to one, D_chem ~ (1 + 2)D_v = 3D_v. Scaling secures the sign and the order of magnitude; it does not secure the 3.

For the film, the Boltzmann factor gives D_v = 3.98 × 10⁻¹¹ cm²/s. Taking ℓ = L = 10⁻⁵ cm, the estimated time is

L²/(3D_v) = 10⁻¹⁰ cm²/(1.195 × 10⁻¹⁰ cm²/s) ≈ 0.84 s.

The end-to-end difference is δc = 2Ac₀ = c₀, so the estimated potential difference is kT/e = 52 mV and the estimated field is 52 mV/100 nm = 0.0052 MV/cm.

**Exact solution of the neutral model**

*Fluxes.* A particle of charge ze has a diffusion flux −D ∂c/∂x and a drift flux b ze E c, where b is its velocity per unit force. In equilibrium c ∝ exp(−zeφ/kT), so ∂c/∂x = zeE c/kT. The total flux must then vanish, which requires b = D/kT. Write F = eE/kT, an inverse length, and a prime for ∂/∂x. With z = 2 for vacancies and z = −1 for electrons,

J_v = −D_v c′ + 2D_v c F,
J_n = −D_n n′ − D_n n F.

*Two constraints.* Allow from the start uniform densities N_D of donors with charge +2e and N_A of acceptors with charge −2e. Neutrality reads

n = 2(c + N_D − N_A), hence n′ = 2c′.

The continuity equations are ∂c/∂t = −J_v′ and ∂n/∂t = −J_n′. Since 2c − n does not change in time, 2J_v − J_n does not depend on x. It vanishes at the blocking faces, so it vanishes throughout:

2J_v = J_n.

*The field.* Inserting the fluxes and n′ = 2c′ gives

−2D_v c′ + 4D_v c F = −2D_n c′ − D_n n F.

Collecting the terms in F on the left,

F (nD_n + 4cD_v) = −2(D_n − D_v)c′,

F = −2(D_n − D_v)c′/(nD_n + 4cD_v).

*The vacancy flux.* Inserting F into J_v gives

J_v = −D_v c′ [1 + 4c(D_n − D_v)/(nD_n + 4cD_v)].

Over the common denominator, the numerator is nD_n + 4cD_v + 4cD_n − 4cD_v = D_n(n + 4c). Therefore

D_chem = D_v D_n (n + 4c)/(nD_n + 4cD_v).

*No dopants.* With n = 2c, the density cancels:

D_chem = 6cD_vD_n/(2cD_n + 4cD_v) = 3D_vD_n/(D_n + 2D_v).

For D_n ≫ D_v this becomes

D_chem = 3D_v.

The claim in the problem is therefore false: a film without any dopant shows the acceleration. In the same limit F = −c′/c. The diffusion flux is −D_v c′ and the drift flux 2D_v cF = −2D_v c′, so drift carries two thirds of the total. Because D_chem does not depend on c, the result is not restricted to small modulations.

The word "fast" matters. For D_n = D_v the field vanishes and D_chem = D_v. For slower electrons the field reverses and holds the vacancies back; at D_n = D_v/2 the formula gives 0.6D_v. To come within 1% of 3D_v, one needs 2D_v/D_n below about 0.01, or D_n above about 200D_v.

*Self-diffusion.* Now label some of the vacancies, with density c*, and keep the total c uniform. Then c′ = 0, so F = 0, and the labelled flux is −D_v c*′. The same particles thus spread with D_v when the total density is uniform and with 3D_v when it is not. Their jump rate is the same in both cases; the field makes the difference.

*Donors and acceptors.* For nD_n ≫ 4cD_v the general formula reduces to

D_chem/D_v = 1 + 4c/n = 1 + 2c/(c + N_D − N_A).

Donors add electrons that need no vacancy to balance them. The relative variation of n becomes smaller, and so does the field. At N_D = c the factor is 2, and for N_D ≫ c it tends to 1. Acceptors remove electrons and raise the factor; at N_A = c/2 it is 5. Dopants thus tune the acceleration in either direction. With dopants present, D_chem depends on c, so one number describes only a small modulation.

The factor does not grow without bound as N_A approaches c. The electron density then tends to zero, the fast-electron condition fails, and the general formula gives D_chem → D_n. In the film of part (c), neutrality fails long before this limit: the dielectric relaxation derived below caps the factor at about 29 for the slowest mode. Holes may also intervene.

*Immobile compensation alone.* Without electrons, two cases must be distinguished. If the immobile charge follows the vacancy profile, the film starts neutral. Vacancies that leave create a field that pulls them back, and a profile long compared with the screening length stays locked apart from a small adjustment.

If the immobile charge is uniform, a vacancy excess δc ∝ cos(qx) is a net charge. Gauss's law gives E′ = 2e δc/ε, with ε the permittivity. To first order in δc, the continuity equation becomes

∂δc/∂t = D_v δc″ − (2eD_v c₀/kT)E′ = −D_v[q² + 4e²c₀/(εkT)]δc.

The second term does not depend on q. It is dielectric relaxation: the excess can vanish quickly, but its rate does not follow the law rate ∝ q² that defines diffusion. Accelerated neutral diffusion in this model needs a mobile compensating carrier, and immobile dopants cannot take that part.

*Profiles that are not long.* Neutrality is an approximation, and its limit can be found for small modulations in the undoped film. Fast electrons stay in equilibrium with the potential, n = n₀ exp(u) with u = eφ/kT measured from the mean potential and n₀ = 2c₀. To first order δn = n₀u. For a modulation cos(qx), Poisson's equation gives

q²u = (e²/εkT)(2δc − n₀u).

With the electronic screening length λ defined by λ² = εkT/(e²n₀), this is solved by

u = 2δc/[n₀(1 + q²λ²)] = δc/[c₀(1 + q²λ²)].

Since F = −u′, the vacancy flux is −D_v(δc′ + 2c₀u′), and hence

D_eff/D_v = 1 + 2/(1 + q²λ²).

The factor is 3 for long profiles and falls to 1 when qλ ≫ 1, where the electrons are too spread out to follow the vacancies.

*Relaxation of the film.* With constant D_chem, the density obeys ∂c/∂t = D_chem c″. The initial cosine has zero slope at both faces, as blocking requires, and c″ = −(π/L)²(c − c₀). Its amplitude therefore decays as exp(−t/τ), with

τ = L²/(π²D_chem).

The Einstein relation gives D_n = 0.10 × 0.0517 = 5.17 × 10⁻³ cm²/s, so D_n/D_v = 1.3 × 10⁸ and the fast limit applies. Then

D_chem = 3 × 3.98 × 10⁻¹¹ = 1.20 × 10⁻¹⁰ cm²/s,

τ = 10⁻¹⁰/(9.87 × 1.195 × 10⁻¹⁰) = 0.085 s.

With the field switched off and everything else held fixed, the time would be 0.254 s.

The initial field follows from E = −(kT/e)c′/c. With θ = πx/L,

|c′/c| = (π/L) A sin θ/(1 + A cos θ).

Setting the derivative with respect to θ to zero gives cos θ(1 + A cos θ) + A sin²θ = 0, or cos θ = −A. The maximum is (π/L)A/√(1 − A²) = 0.0181 nm⁻¹, so the largest field is 0.0517 V × 0.0181 nm⁻¹ = 9.4 × 10⁻⁴ V/nm, or 0.0094 MV/cm. Integrating E across the film gives the potential difference

(kT/e) ln[(1 + A)/(1 − A)] = 51.7 mV × ln 3 = 57 mV,

with the vacancy-rich side positive. This is an electrostatic difference inside the film. The electrons have almost no gradient of electrochemical potential: their drift and diffusion nearly cancel and leave only the small flux J_n = 2J_v that accompanies the vacancies.

**Comparison of estimate and solution**

The estimate D_chem ~ 3D_v has the correct coefficient. The reason is local: the balance of electron drift and diffusion gives F = −c′/c with coefficient one, and the charge 2 then multiplies the drift. The estimate would have missed the reduction for slow electrons, since it assumed that they always lead.

The estimated time of 0.84 s is too long by the factor π² ≈ 9.9. The length that sets the decay of a half cosine is L/π, not L. The potential difference was estimated as 52 mV against 57 mV, because δc/c replaced a logarithm. The field estimate of 0.0052 MV/cm is close to the mean field of 0.0057 MV/cm, while the solution reaches 0.0094 MV/cm where the relative gradient is steepest.

The neutral solution was also compared with a numerical integration of the drift-diffusion equations and Gauss's law on 40 cells, in which neither neutrality nor zero local current was imposed. For D_n/D_v = 10⁴, λ/L = 0.007 and a 50% modulation, the measured decay gave D_chem/D_v = 2.997, with a drift share of 0.666. For D_n/D_v = 0.5, 2 and 20, it gave 0.600, 1.499 and 2.725, against 0.600, 1.500 and 2.727 from the formula. Small modulations with N_D = c and N_A = c/2 gave 1.999 and 4.991. Labelled vacancies gave 0.999, and a profile locked by immobile charge gave 0.000. The numerical output below lists these values.

**How far the factor 3 holds in this film**

Each effect below is estimated alone. The numbers show which assumption is weakest and should not be combined into a precise corrected factor.

*Screening.* At 600 K, λ = 8.45 nm. With q = π/L, q²λ² = (π × 8.45/100)² = 0.070, and the factor is 1 + 2/1.070 = 2.87. The numerical integration with this screening length and a 2% modulation gave 2.866. Screening also lowers the largest initial field and the potential difference found above, each by about a tenth. While it is small, the correction grows as 1/L². In a film of 10 nm with the same densities it is no longer small: q²λ² = 7.0 and the factor is only about 1.25.

*Degeneracy.* Let η be the electrons' chemical potential over kT, measured from the band edge. Balance of the electrons now requires F = −η′, which replaces −c′/c by −(dη/d ln n)c′/c. The factor becomes 1 + 2 dη/d ln n, which is 3.008 here.

*Coulomb correlation.* Let f(c) be the free energy per volume of vacancies with their electrons. When the electrons are in equilibrium, the force on a vacancy is −∂(df/dc)/∂x, and J_v = −(D_v c/kT)(d²f/dc²)c′. The ideal part is f/kT = c ln c + 2c ln(2c), up to terms linear in c. Its second derivative is 1/c + 2/c = 3/c, which gives the factor 3 again: one share from the vacancy and two from its electrons. The Debye–Hückel model adds −κ³/(12π) to f/kT, with κ² = 4πl(4c + n) = 24πlc and l = e²/(4πεkT). As κ³ ∝ c^(3/2), its second derivative is (3/4)κ³/c², and

D_chem/D_v = 3 − κ³/(16πc).

This gives 2.91 at 600 K. It covers the thermodynamic force, not a change of vacancy mobility by the surrounding charge. It also treats the electrons as classical point charges, although for band electrons of mass 3 the thermal wavelength of 1.8 nm far exceeds l = 0.28 nm and is about a third of 1/κ = 4.9 nm, so the size of this correction is only indicative.

*Electron capture.* A vacancy that holds one electron has charge +e. If all vacancies did so, then n = c, F would again be −c′/c, and the drift flux would be −D_v c′. The factor would be 2, provided that the singly charged vacancy is equally mobile. For partial capture the share follows from ionisation equilibrium. A hydrogenic estimate of the binding energy, 13.6 eV × 3 × 2²/100² = 16 meV, leaves 2.8% of the vacancies singly charged and a factor of 2.94 if only the ground state is counted. Because this binding is weaker than kT, the share depends on how excited states are treated, and these two figures are only indicative. A level 0.3 eV deep would instead leave 81% singly charged and reduce the factor to 2.05. These figures allow at most one bound electron per vacancy. A vacancy that binds a second electron is neutral and needs no compensating carriers, so the factor can fall below 2, toward 1: with a second level 0.2 eV deep and equal mobilities it is about 1.86 at 600 K. Of the effects sized for this film, a deep level is potentially the most serious.

These shares assume band electrons of mass 3. A mobility of 0.10 cm²/Vs would then mean a free path of only about 0.02 nm, far below an atomic spacing, so such electrons more probably hop between localised states. With about one such state per metal ion, many more states compete with the vacancy, and a level 0.3 eV below them would leave only about 4% singly charged at 600 K for 3 × 10²² sites per cm³ with two spin states each, or about 7% if each site counts once. The capture figures therefore illustrate the band model and do not predict the behaviour of a particular oxide.

Two further effects are negligible at 600 K. With a gap of 3.0 eV and holes as heavy as the electrons, the ratio of holes to electrons is about 5 × 10⁻²². For jumps of 0.3 nm, the largest field raises the hopping drift above the linear law by a relative 5 × 10⁻⁶.

*Temperature of use.* At 358 K, with barrier, permittivity and mass held fixed, D_v falls to 8.4 × 10⁻¹⁷ cm²/s and the ideal relaxation time rises to 11 h. Correlation alone lowers the factor to 2.81. With the 0.3 eV level, the band density of states and no second bound electron, nearly all vacancies are singly charged and the factor is 2.00, which lengthens the time to 11.2 h × 3/2 = 17 h. An error of 0.02 eV in the barrier would matter more: it changes the time by a factor exp(0.02/0.0309) ≈ 1.9. A second level 0.2 eV deep would make about 60% of the vacancies neutral at this temperature; if they are equally mobile, the factor falls to about 1.25 and the time rises to about 27 h.

*The real case.* A relative permittivity of 100 is of the order found in rutile titanium oxide, a material used in valence-change memory. Such a high value weakens correlation and shallow binding. The other parameters are illustrative. In a film thinner than 100 nm with the same densities, the screening correction is larger. A conducting filament can hold far more vacancies than assumed here. This shortens λ but undermines the dilute, ideal model. Electrons in such oxides may also be localised, so the assumption of complete double ionisation needs to be checked for each material. If every vacancy holds one electron and remains equally mobile, the factor moves from 3 to 2.

A cell being switched also carries current. For current density j in the undoped neutral film, the constraint becomes 2J_v − J_n = j/e. Solving for F as before gives

J_v = −D_chem c′ + D_v j/[e(D_n + 2D_v)].

At uniform temperature the added flux does not depend on x. It leaves the diffusion equation inside the film unchanged, but it piles up vacancies at a face that blocks them. If Joule heating makes the temperature uneven, D_v varies in space, and the single relaxation time found above no longer applies.

Values computed for the example and the checks

```
SIMULATION: decay rate / (Dv q^2), dimensionless
no dopants, fast electrons: 2.997 (theory 3)
drift share of vacancy flux: 0.666
Dn/Dv = 0.5: 0.600 (theory 0.600)
Dn/Dv = 2: 1.499 (theory 1.500)
Dn/Dv = 20: 2.725 (theory 2.727)
donors N_D = c: 1.999 (theory 2.000)
acceptors N_A = c/2: 4.991 (theory 4.998)
labelled vacancies, uniform total: 0.999 (theory 1)
immobile countercharge follows profile: 0.000 (theory 0)
uniform immobile charge, screening 0.5: 1.810 (theory 1.811)
FILM INPUTS
thickness: 100 nm; modulation: 0.50
vacancies: 2.0e+18 cm^-3; electrons: 4.0e+18 cm^-3
relative permittivity: 100; relative mass: 3
electron mobility: 0.10 cm^2/(V s)
Dv prefactor: 1.0e-02 cm^2/s; barrier: 1.00 eV
gap: 3.0 eV; hop length: 0.3 nm
RESULTS at 600 K
kT: 0.05170 eV
Dv: 3.984e-11 cm^2/s
Dn: 5.170e-03 cm^2/s; Dn/Dv: 1.30e+08
Dchem: 1.195e-10 cm^2/s; Dchem/Dv: 3.0000
relaxation time with field: 0.0848 s
relaxation time without field: 0.2543 s
largest initial field: 0.00938 MV/cm
initial voltage across film: 56.8 mV
NEGLECTED EFFECTS: each factor Dchem/Dv alone, ideal value 3
hydrogenic electron binding: 16.3 meV
at 600 K: electronic screening length 8.45 nm
  finite screening: 2.868
  electron degeneracy: 3.008
  Coulomb correlation: 2.914
  hydrogenic level: 2.944; singly charged share 0.028
  0.3 eV level: 2.054; singly charged share 0.810
at 358 K: electronic screening length 6.53 nm
  finite screening: 2.919
  electron degeneracy: 3.017
  Coulomb correlation: 2.814
  hydrogenic level: 2.864; singly charged share 0.072
  0.3 eV level: 2.000; singly charged share 0.997
simulated finite-screening factor, 600 K: 2.866
hole/electron ratio, 600 K: 5.4e-22
nonlinear hopping excess, 600 K: 4.9e-06
Dv at 358 K: 8.364e-17 cm^2/s
ideal relaxation time at 358 K: 11.22 h
```
